# Weibull Slope from the 10 and 63.2 Percent Failure Times

## Question

I am working through an exercise on breakdown statistics of low-k dielectrics, the insulators between the copper lines of a chip. It says:

> If the 63.2 percent failure time is five times the 10 percent failure time, show that an exact Weibull distribution has slope about 1.40.

I know that the Weibull distribution has a scale time $\eta$ and a slope $\beta$, but I am given neither of them, and no actual times. I tried plotting the failed fraction against $\ln t$ and drawing a line through the two points. That gave $(0.632-0.10)/\ln 5\approx0.33$, which is nowhere near 1.40.

What is the slope a slope of? How can one ratio be enough when there are two unknowns? And why does the exercise say "exact"? If I measured a ratio of five on real test structures, could I report a slope of 1.40?

## Answer

Your two points are the right ones, but the vertical axis is not. The Weibull slope belongs to a plot in which the failed fraction has been transformed so that the distribution becomes a straight line.

### What the slope means

Let $F(t)$ be the fraction of structures that have failed by time $t$. The two-parameter Weibull distribution is

$$F(t)=1-\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad t\ge 0,\quad \eta>0,\quad \beta>0.$$

Failures can start at $t=0$; there is no initial period in which failure is impossible. To isolate $\beta$, first write the surviving fraction:

$$1-F=\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right].$$

Take the natural logarithm and change the sign:

$$-\ln(1-F)=\left(\frac{t}{\eta}\right)^{\beta}.$$

Both sides are positive for $t>0$, so a second logarithm is allowed:

$$\ln[-\ln(1-F)]=\beta\ln t-\beta\ln\eta .$$

Here $t$ and $\eta$ are understood as numbers in the same time unit. With $y=\ln[-\ln(1-F)]$ on the vertical axis and $x=\ln t$ on the horizontal axis, this is a straight line of slope $\beta$. Changing the time unit shifts the line sideways and leaves the slope alone.

Your own plot is curved. To see this, write $H=(t/\eta)^\beta$, so that $F=1-e^{-H}$. Since $dH/d\ln t=\beta H$,

$$\frac{dF}{d\ln t}=e^{-H}\frac{dH}{d\ln t}=\beta H e^{-H}.$$

This depends on $t$ through $H$. The value 0.33 is the mean slope of that curve between your two points, not $\beta$.

The base of the logarithm on the time axis also matters. If you use $\log_{10}t$ but keep natural logarithms in $y$, the numerical slope is multiplied by $\ln 10=2.303$, and you would read about 3.22 instead of 1.40.

### Why 63.2 percent is convenient

Put $t=\eta$ into the distribution. The bracket $(t/\eta)^\beta$ is then $1^\beta=1$ for every $\beta$, so

$$F(\eta)=1-e^{-1}\approx0.632 .$$

Because $F$ increases steadily with time, it takes this value at one time only. The 63.2 percent failure time is therefore the scale time itself: $t_{63}=\eta$. On the Weibull plot its height is

$$y_{63}=\ln[-\ln(e^{-1})]=\ln 1=0 .$$

### The ratio removes the second unknown

At the 10 percent failure time $t_{10}$, the surviving fraction is 0.9. The equation after the first logarithm gives

$$\left(\frac{t_{10}}{\eta}\right)^\beta=-\ln 0.9=0.105361 .$$

Replace $\eta$ by $t_{63}$ and take the reciprocal of both sides:

$$\left(\frac{t_{63}}{t_{10}}\right)^\beta=\frac{1}{-\ln 0.9}.$$

The scale time has gone. You have two unknowns, but the ratio of two failure times depends on only one of them. Taking logarithms,

$$\beta\ln\left(\frac{t_{63}}{t_{10}}\right)=-\ln(-\ln 0.9),$$

and division by the logarithm on the left gives

$$\boxed{\beta=\frac{-\ln(-\ln 0.9)}{\ln(t_{63}/t_{10})}}$$

The two minus signs have different jobs. The inner one makes the argument of the outer logarithm positive, since $\ln 0.9<0$. The outer one is needed because $0.105361$ is less than 1 and has a negative logarithm, $-2.25037$. For a ratio of five,

$$\beta=\frac{2.25037}{\ln 5}=\frac{2.25037}{1.60944}=1.398\approx1.40 .$$

This is the requested result. If you read "63.2 percent" literally as $F=0.632$ instead of $1-e^{-1}$, the slope changes from 1.39823 to 1.39803, which does not affect the answer.

As a check that does not use the boxed formula, one can integrate the Weibull density numerically, locate the two percentiles, and vary $\beta$ until their ratio is five. This also gives 1.39823.

### Could another slope give the same ratio?

No. Let $R=t_{63}/t_{10}$ and $c=-\ln(-\ln 0.9)=2.25037$. The boxed result can be turned round:

$$R=e^{c/\beta},\qquad \frac{dR}{d\beta}=-\frac{c}{\beta^2}e^{c/\beta}<0 .$$

The ratio falls steadily as the slope rises, so each $R>1$ belongs to one $\beta$. Numerical percentiles show the trend:

| Slope $\beta$ | Ratio $t_{63}/t_{10}$ |
|---:|---:|
| 1.1 | 7.735 |
| 1.4 | 4.990 |
| 2.0 | 3.081 |
| 2.8 | 2.234 |

A large slope means that failures are bunched together on a logarithmic time scale. As $\beta\to\infty$, $R\to1$ and all structures fail near $t=\eta$. As $\beta\to0$, $R\to\infty$ and the failure times spread over many decades.

You can also see how sensitive the slope is to the ratio. Differentiating $\beta=c/\ln R$ gives

$$\frac{d\beta}{\beta}=-\frac{1}{\ln R}\frac{dR}{R}.$$

At $R=5$ the factor $1/\ln R$ is about 0.62, so a ratio that is 1 percent larger gives a slope about 0.6 percent smaller.

### What a slope of 1.40 says about failure

The failure rate among the structures still alive is the density $dF/dt$ divided by the surviving fraction:

$$h(t)=\frac{dF/dt}{1-F}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1}.$$

For $\beta=1$ this rate is constant. For $\beta=1.398$ it grows as $t^{0.398}$: a surviving structure becomes more likely to fail per hour as the stress continues. Between $t_{10}$ and $t_{63}$ the rate rises by a factor of

$$5^{0.398}\approx1.90 .$$

The growth is modest. With a constant rate, the ratio of the two times would be $1/0.105361\approx9.49$. The rising rate shortens it to five.

### An example with times

Suppose that a set of low-k structures under constant accelerated stress has $t_{10}=10$ h and $t_{63}=50$ h. The points on the Weibull plot, with times in hours, are

$$(x_{10},y_{10})=(2.3026,\,-2.2504),\qquad (x_{63},y_{63})=(3.9120,\,0).$$

The slope follows as rise over run:

$$\beta=\frac{0-(-2.2504)}{3.9120-2.3026}=\frac{2.2504}{1.6094}=1.398 .$$

Now the whole distribution is fixed, and you can ask for the time at which 0.1 percent have failed. Solving $-\ln(1-F)=(t/\eta)^\beta$ for the time gives

$$t=\eta[-\ln(1-F)]^{1/\beta}.$$

With $F=0.001$,

$$t_{0.1\%}=50\ \text{h}\times(-\ln0.999)^{1/1.398}=0.358\ \text{h},$$

or about 21 minutes. This is a time under the same accelerated stress, not a lifetime in use.

### Why the word "exact" matters

**The family is assumed.** Two points can always be joined by a straight line, so two percentiles cannot test whether the distribution is Weibull. For comparison, take a lognormal distribution, in which $\ln t$ is normally distributed with standard deviation $\sigma$. Let $z_p$ be the value below which a fraction $p$ of a standard normal distribution lies. Then $\ln t_p=\mu+\sigma z_p$, where $\mu$ is the mean of $\ln t$. Subtracting this relation at the two percentiles removes $\mu$:

$$\sigma=\frac{\ln5}{z_{0.632}-z_{0.10}}=\frac{1.6094}{0.3375-(-1.2816)}=0.994 .$$

This lognormal law has the same $t_{10}$ and $t_{63}$. Its 0.1 percent time, with $z_{0.001}=-3.0902$, is

$$t_{0.1\%}=10\ \text{h}\times e^{0.994(-3.0902+1.2816)}=1.66\ \text{h}.$$

That is 4.63 times the Weibull value. The two laws agree at the two given points and differ strongly in the early tail. On the Weibull plot, the mean slope of the lognormal curve is 1.398 between 10 and 63.2 percent, but 2.590 between 0.1 and 10 percent. A true percentile far below 10 percent would therefore tell these two laws apart.

**The clock must start at zero.** Suppose instead that no failure is possible before a threshold time $t_0$, with $0<t_0<t_{10}$, and that the Weibull law applies to $t-t_0$. Every time in the derivation is then replaced by the time since the threshold:

$$\beta=\frac{-\ln(-\ln0.9)}{\ln[(t_{63}-t_0)/(t_{10}-t_0)]}.$$

The new ratio exceeds the old one, because with $t_{63}=Rt_{10}$,

$$\frac{Rt_{10}-t_0}{t_{10}-t_0}-R=\frac{t_0(R-1)}{t_{10}-t_0}>0 .$$

A larger ratio means a smaller slope. For $t_0=2$ h, the ratio is $48/8=6$, and

$$\beta=\frac{2.25037}{\ln6}=1.256,$$

about 10 percent below 1.398. The ratio of the original times is still five. As $t_0$ approaches $t_{10}$, the slope obtained in this way goes to zero.

**The percentiles must be true ones.** A finite test gives only estimates. In 20,000 simulated tests of 40 structures each, drawn from a Weibull law with $\beta=1.398$, I assigned the $i$-th failure to the fraction $i/(40+1)$ and interpolated linearly to find the two percentiles. The boxed formula then gave a median slope of 1.36. Five percent of the tests gave less than about 0.97, and five percent gave more than about 1.96; the last digit of these two limits changes with the random sample.

The 10 percent point shows why so much scatter is possible. It lies at position $0.10\times41=4.1$ in the ordered list, so it is set almost entirely by the fourth failure. A measured ratio of five from such a test would not justify quoting 1.40 to three figures. Using all the failure times, with a stated confidence interval, would be a better basis for a report.

### How this compares with real low-k structures

The times above were chosen for easy arithmetic. A rough setting for them is a low-k dielectric between copper lines 35 nm apart, tested at 398 K and 4 MV/cm, which requires 14 V. This field is far above that of normal use: about one volt across the same gap would give roughly 0.3 MV/cm. The assumption to watch is that every structure has the same $\eta$. Line spacing varies from die to die, and at fixed voltage $V$ a narrower gap $s$ has a higher field $E=V/s$. Take the model $\eta\propto e^{-\gamma E}$ with a rough value $\gamma=4$ cm/MV near the test field. Then

$$\frac{d\ln\eta}{ds}=-\gamma\frac{dE}{ds}=\frac{\gamma V}{s^2}=\frac{\gamma E}{s}.$$

A standard deviation of 1 nm in spacing therefore gives, to first order, a standard deviation in $\ln\eta$ of

$$\frac{4\times4\times1}{35}=0.457 .$$

The population is now a mixture of Weibull laws with different scale times, which spreads the failures out. I averaged $F(t)$ over a normal distribution of spacings, with one uniform structure per die, and asked which common slope would still produce an overall ratio of five. The answer is $\beta=1.556$, about 11 percent above 1.398. This figure depends strongly on the rough inputs: with the same $\gamma$ it is about 1.43 for a scatter of 0.5 nm and 1.95 for 1.5 nm, and with 1 nm it is about 1.48 for $\gamma=3$ cm/MV and 1.92 for $\gamma=6$ cm/MV. It illustrates the effect and is not a correction factor for real data. In this model, 1.40 would be only the mean slope of the mixed population between its 10 and 63.2 percent points, while the slope at fixed spacing would be 1.56. The mixed population does not itself follow a Weibull law, so its Weibull plot is curved and other pairs of percentiles would give other slopes.

Temperature scatter can be treated in the same way. For $\eta\propto e^{E_a/(k_BT)}$, where $E_a$ is the activation energy and $k_B$ is Boltzmann's constant, the first-order spread in $\ln\eta$ is $E_a\,\delta T/(k_BT^2)$. With $E_a=0.7$ eV and $\delta T=1$ K, this is 0.051, and the slope needed for a ratio of five is 1.400 instead of 1.398. That correction is negligible here. The difference between the two cases can be understood qualitatively, although a variance argument does not reproduce the slopes exactly, because a ratio of two percentiles is not fixed by the variance alone: independent contributions to the variance of $\ln t$ add, and the added variances are about $0.457^2=0.21$ for spacing but only $0.051^2=0.003$ for temperature.

So the exercise has a definite answer because it gives you true percentiles of a two-parameter Weibull law. For measured data, plot all the failures first. Then check for curvature, a threshold and variation between dies before giving the slope a physical meaning. The numerical output lists the main computed values.

## Table of computed values

```
10 percent failure time t10: 10.0 h
63.2 percent failure time t63 = eta: 50.0 h
ratio t63/t10: 5.000
-ln(0.9): 0.105361
ln(-ln 0.9), ordinate at t10: -2.25037
ordinate at t63: 0.00000
ln(t10 / 1 h): 2.30259
ln(t63 / 1 h): 3.91202
ln(ratio): 1.60944
Weibull slope, formula: 1.39823
Weibull slope, density and root search: 1.39823
slope if 63.2 percent is read as 0.632: 1.39803
t63/t10 by root search at slope 1.1: 7.735
t63/t10 by root search at slope 1.4: 4.990
t63/t10 by root search at slope 2.0: 3.081
t63/t10 by root search at slope 2.8: 2.234
0.1 percent failure time, Weibull: 0.358 h
lognormal sigma through same two points: 0.9941
0.1 percent failure time, lognormal: 1.656 h
lognormal/Weibull early time ratio: 4.63
lognormal mean plot slope, 0.1 to 10 percent: 2.590
assumed threshold time: 2.0 h
ratio after subtracting threshold: 6.000
slope with threshold: 1.2560
line spacing: 35.0 nm, scatter 1.0 nm
field: 4.0 MV/cm, voltage 14.0 V
field acceleration gamma: 4.0 cm/MV
spread of ln(eta) from spacing, first order: 0.457
intrinsic slope if spacing scatter is present: 1.556
temperature: 398 K, scatter 1.0 K
activation energy: 0.70 eV
spread of ln(eta) from temperature, first order: 0.0513
intrinsic slope if temperature scatter is present: 1.3997
structures per simulated test: 40
number of simulated tests: 20000
estimated slope, 5th percentile of tests: 0.97
estimated slope, median of tests: 1.36
estimated slope, 95th percentile of tests: 1.96
```
